# Oxide Charge and Centroid from Electron-Injection Shifts at Both Gate Polarities: test program

```python
# Result under test: oxide charge Q and centroid xbar from constant-current
# voltage shifts dVp (gate positive) and dVm (gate negative):
#   Q = eps (dVm - dVp) / L,   xbar = -L dVp / (dVm - dVp).
# x runs from the gate (0) to silicon (L). Lengths are nm, potentials V,
# fields V/nm, areal number densities 1/nm^2 unless a name says otherwise.
# The relations need charge outside the tunnel zones of both injectors.
# Charge at depth s inside a zone of length t enters with the kernel
#   K = (1 - s/t)^(3/2).
import numpy as np
from scipy import constants as const
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import airy

e, hbar, me = const.e, const.hbar, const.m_e
L = 50.0
eps_r, eps_si = 3.9, 11.7
mass_ratio = 0.42
phi_si, phi_gate = 3.1, 3.2
J_read = 1e-8                       # A/cm^2
N_cm2 = 1e12
N = N_cm2 * 1e-14
q_eps = e / (eps_r * const.epsilon_0) * 1e9      # V nm
kin = hbar**2 / (2 * mass_ratio * me) / e * 1e18  # eV nm^2

# ---------- Fowler-Nordheim law for the uncharged oxide ----------
def fn_slope(phi):
    return (4 * np.sqrt(2 * mass_ratio * me) * (phi * e)**1.5
            / (3 * hbar * e)) * 1e-9             # V/nm

def fn_current(G, phi):
    pre = e**3 / (8 * np.pi * const.h * mass_ratio * phi * e)
    return pre * (G * 1e9)**2 * np.exp(-fn_slope(phi) / G) * 1e-4

def fn_field(J, phi):
    return brentq(lambda G: np.log(fn_current(G, phi) / J), 0.3, 1.5)

# ---------- numerical Poisson equation and tunnelling action ----------
n_grid = 10001
x = np.linspace(0, L, n_grid)
h = x[1] - x[0]

def shape(a, b):
    p = np.where((x > a) & (x < b), (x - a)**2 * (b - x), 0.0)
    return p / (p.sum() * h)

def charge_potential(density):
    bands = np.ones((3, n_grid - 2))
    bands[1] = -2.0
    out = np.zeros(n_grid)
    out[1:-1] = solve_banded((1, 1), bands, -q_eps * density[1:-1] * h * h)
    return out

def action(potential, phi):
    # potential is ordered from the injector; integral of sqrt(barrier)
    U = phi - (potential - potential[0])
    u1, u2 = np.maximum(U[:-1], 0), np.maximum(U[1:], 0)
    return np.sum(2 / 3 * (u1**1.5 - u2**1.5) / (U[:-1] - U[1:])) * h

def oxide_voltage(density, J, gate_positive):
    phi = phi_si if gate_positive else phi_gate
    target = 2 / 3 * phi**1.5 / fn_field(J, phi)
    extra = charge_potential(density)
    def mismatch(V):
        if gate_positive:
            pot = (extra + V * (1 - x / L))[::-1]
        else:
            pot = extra - V * (1 - x / L)
        return action(pot, phi) - target
    V = brentq(mismatch, 0.4 * L, 1.2 * L, xtol=1e-11, rtol=1e-13)
    return V if gate_positive else -V

def shifts(density, J=J_read):
    zero = np.zeros(n_grid)
    return [oxide_voltage(density, J, s) - oxide_voltage(zero, J, s)
            for s in (True, False)]

def recover(dVp, dVm):
    return (dVm - dVp) / (L * q_eps), -L * dVp / (dVm - dVp)

G_si, G_gate = fn_field(J_read, phi_si), fn_field(J_read, phi_gate)
t_si, t_gate = phi_si / G_si, phi_gate / G_gate

# the numerical action reproduces the Fowler-Nordheim exponent
numeric_exponent = 2 / np.sqrt(kin) * action(G_si * x, phi_si)
assert abs(numeric_exponent / (fn_slope(phi_si) / G_si) - 1) < 1e-6

# ---------- bulk charge: recovery of both moments ----------
bulk = shape(34, 44)
x_true = np.sum(x * bulk) * h
for number in (N, 5 * N, -2 * N):
    n_rec, x_rec = recover(*shifts(number * bulk))
    assert abs(n_rec / number - 1) < 2e-4
    assert abs(x_rec - x_true) < 0.01
dVp, dVm = shifts(N * bulk)
N_rec, x_rec = recover(dVp, dVm)
Vp0 = oxide_voltage(0 * x, J_read, True)
Vm0 = oxide_voltage(0 * x, J_read, False)

# ---------- charge that enters the tunnel zones ----------
def kernel(s, t):
    return np.maximum(1 - s / t, 0)**1.5

def apparent(density):
    ks, kg = kernel(L - x, t_si), kernel(x, t_gate)
    number = np.sum(density * (1 - ks - kg)) * h
    moment = np.sum(density * (x - L * ks)) * h
    return number, moment / number

near = shape(39, 49)
x_near = np.sum(x * near) * h
uniform = np.ones(n_grid) / (n_grid * h)
small = 1e-4
for profile in (near, uniform):
    n_num, x_num = recover(*shifts(small * profile))
    n_for, x_for = apparent(small * profile)
    assert abs(n_num - n_for) < 3e-3 * small
    assert abs(x_num - x_for) < 3e-3 * L
uniform_fraction = recover(*shifts(small * uniform))[0] / small
assert abs(uniform_fraction - (1 - 0.4 * (t_si + t_gate) / L)) < 3e-3

near_p, near_m = shifts(N * near)
N_near, x_near_rec = recover(near_p, near_m)
N_near_lin, x_near_lin = apparent(N * near)
near_moment_shift = -q_eps * N * x_near
edge_fraction = recover(*shifts(small * shape(49.8, 50)))[0] / small
assert abs(edge_fraction) < 0.06

# current dependence separates bulk charge from tunnel-zone charge
J_high = 1e-6
bulk_high = shifts(N * bulk, J_high)[0]
near_high = shifts(N * near, J_high)[0]
assert abs(bulk_high - dVp) < 1e-4
assert abs(near_high - near_p) > 0.02

# ---------- kernel against exact wave transmission ----------
def log_transmission(G, jump, depth):
    # linear barrier whose slope changes from G to G-jump at depth
    G2 = G - jump
    l1, l2 = (kin / G)**(1 / 3), (kin / G2)**(1 / 3)
    U = phi_si - G * depth
    ai, aip, bi, bip = airy(U / (G2 * l2))
    psi, slope = bi + 1j * ai, -(bip + 1j * aip) / l2
    ai, aip, bi, bip = airy(U / (G * l1))
    dz = -l1 * slope
    a = np.pi * (psi * bip - dz * bi)
    b = np.pi * (dz * ai - psi * aip)
    ai, aip, bi, bip = airy(phi_si / (G * l1))
    psi0, slope0 = a * ai + b * bi, -(a * aip + b * bip) / l1
    k = np.sqrt(0.2 / kin)          # incident kinetic energy 0.2 eV
    incident = (psi0 + slope0 / (1j * k)) / 2
    return np.log(1 / (np.pi * l2 * k * abs(incident)**2))

jump = 1e-3 * G_si
wave_error = 0.0
for ratio in (0.1, 0.3, 0.5, 0.8, 1.0, 1.5, 2.0):
    depth = ratio * t_si
    ref = log_transmission(G_si, 0.0, depth)
    G_new = brentq(lambda G: log_transmission(G, jump, depth) - ref,
                   0.98 * G_si, 1.02 * G_si, xtol=1e-13)
    K_wave = (G_new - G_si) / jump
    wave_error = max(wave_error, abs(K_wave - kernel(depth, t_si)))
assert wave_error < 0.03

# ---------- propagation of independent voltage errors ----------
dV_err = 0.010
rng = np.random.default_rng(7)
noise = rng.normal(0, dV_err, (2, 200000))
n_mc, x_mc = recover(dVp + noise[0], dVm + noise[1])
N_err = np.sqrt(2) * dV_err / (L * q_eps)
x_err = dV_err / (q_eps * N) * np.hypot(1 - x_true / L, x_true / L)
assert abs(n_mc.std() / N_err - 1) < 0.02
assert abs(x_mc.std() / x_err - 1) < 0.02

# ---------- lateral discreteness of the trapped charge ----------
r = 4 * L * np.linspace(0, 1, 401)**2
gauss_v, gauss_w = np.polynomial.legendre.leggauss(12)
gauss_v, gauss_w = (gauss_v + 1) / 2, gauss_w / 2
image = 2 * L * np.arange(-20, 21)

def point_field(depth, t):
    # effective injector field from one charge between grounded plates
    s = (t * (1 - gauss_v**2))[None, :, None]
    rr = (r**2)[:, None, None]
    pot = (1 / np.sqrt(rr + (s - depth - image)**2)
           - 1 / np.sqrt(rr + (s + depth - image)**2)).sum(axis=2)
    return q_eps / (4 * np.pi) * 1.5 / t * (pot @ gauss_w)

def plane_integral(f):
    y = 2 * np.pi * r * f
    return np.sum((y[1:] + y[:-1]) * np.diff(r)) / 2

def log_excess(g, beta):
    return N * plane_integral(np.expm1(beta * g) - beta * g)

beta_si = fn_slope(phi_si) / G_si**2
beta_gate = fn_slope(phi_gate) / G_gate**2
g10 = point_field(10.0, t_si)
assert abs(plane_integral(g10) / (q_eps * (L - 10) / L) - 1) < 0.01

# Monte Carlo over random charge positions in a disc
radius, trials = 100.0, 20000
counts = rng.poisson(N * np.pi * radius**2, trials)
labels = np.repeat(np.arange(trials), counts)
positions = radius * np.sqrt(rng.random(counts.sum()))
total = np.bincount(labels, weights=np.interp(positions, r, g10),
                    minlength=trials) * beta_si
sampled = np.log(np.mean(np.exp(total - total.mean())))
assert abs(sampled / log_excess(g10, beta_si) - 1) < 0.08

places = np.linspace(34, 44, 21)[1::2]
weights = np.interp(places, x, bulk)
weights = weights / weights.sum()
disc_p = L / beta_si * sum(
    w * log_excess(point_field(L - p, t_si), beta_si)
    for w, p in zip(weights, places))
disc_m = L / beta_gate * sum(
    w * log_excess(point_field(p, t_gate), beta_gate)
    for w, p in zip(weights, places))
N_disc, x_disc = recover(dVp - disc_p, dVm + disc_m)

# ---------- silicon surface potential at negative gate ----------
hole_mass = 0.29
def hole_band_bending(G_ox):
    field = G_ox * eps_r / eps_si
    kin_h = hbar**2 / (2 * hole_mass * me) / e * 1e18
    level = 2.338 * (kin_h * field**2)**(1 / 3)
    filling = G_ox / q_eps * 2 * np.pi * kin_h
    return level + filling

surface = hole_band_bending(G_gate) - hole_band_bending(G_gate - q_eps * N)
N_surf, x_surf = recover(dVp, dVm + surface)

# ---------- hole annihilation during one reading ----------
capture_cm2, read_time = 3e-14, 1.0
injected = J_read * read_time / e
lost = 1 - np.exp(-capture_cm2 * injected)

print(f"oxide thickness: {L:.1f} nm")
print(f"relative permittivity, oxide: {eps_r:.1f}")
print(f"barrier at silicon: {phi_si:.2f} eV")
print(f"barrier at gate: {phi_gate:.2f} eV")
print(f"tunnelling mass: {mass_ratio:.2f} electron masses")
print(f"reading current: {J_read:.1e} A/cm2")
print(f"injector field, silicon: {10*G_si:.3f} MV/cm")
print(f"injector field, gate: {10*G_gate:.3f} MV/cm")
print(f"tunnel distance, silicon: {t_si:.2f} nm")
print(f"tunnel distance, gate: {t_gate:.2f} nm")
print(f"true hole density: {N_cm2:.3e} cm^-2")
print(f"true centroid from gate: {x_true:.3f} nm")
print(f"field step Q/eps: {10*q_eps*N:.4f} MV/cm")
print(f"lowest field, positive gate: {10*(G_si-q_eps*N):.3f} MV/cm")
print(f"oxide voltage before, gate +: {Vp0:.4f} V")
print(f"oxide voltage after, gate +: {Vp0+dVp:.4f} V")
print(f"oxide voltage before, gate -: {Vm0:.4f} V")
print(f"oxide voltage after, gate -: {Vm0+dVm:.4f} V")
print(f"shift, gate +: {dVp:.4f} V")
print(f"shift, gate -: {dVm:.4f} V")
print(f"recovered density: {N_rec*1e14:.4e} cm^-2")
print(f"recovered charge: {N_rec*1e14*e*1e6:.4f} uC/cm2")
print(f"recovered centroid from gate: {x_rec:.3f} nm")
print(f"assumed error of each shift: {1e3*dV_err:.1f} mV")
print(f"resulting density error: {N_err*1e14:.2e} cm^-2")
print(f"resulting centroid error: {x_err:.3f} nm")
print(f"higher reading current: {J_high:.1e} A/cm2")
print(f"bulk shift there, gate +: {bulk_high:.4f} V")
print(f"near profile, true centroid: {x_near:.3f} nm")
print(f"near profile shift, gate +: {near_p:.4f} V")
print(f"near profile shift, gate -: {near_m:.4f} V")
print(f"near shift at higher current: {near_high:.4f} V")
print(f"near profile first-moment shift: {near_moment_shift:.4f} V")
print(f"near apparent density: {N_near*1e14:.4e} cm^-2")
print(f"near apparent centroid: {x_near_rec:.3f} nm")
print(f"near density, linear kernel: {N_near_lin*1e14:.4e} cm^-2")
print(f"near centroid, linear kernel: {x_near_lin:.3f} nm")
print(f"uniform charge, seen fraction: {uniform_fraction:.4f}")
print(f"charge within 0.2 nm of Si, seen: {edge_fraction:.4f}")
print(f"largest wave-kernel deviation: {wave_error:.4f}")
print(f"discreteness voltage, gate +: {1e3*disc_p:.1f} mV")
print(f"discreteness voltage, gate -: {1e3*disc_m:.2f} mV")
print(f"density with discreteness: {N_disc*1e14:.4e} cm^-2")
print(f"centroid with discreteness: {x_disc:.3f} nm")
print(f"hole mass for surface estimate: {hole_mass:.2f} electron masses")
print(f"surface-potential change: {1e3*surface:.1f} mV")
print(f"density with surface change: {N_surf*1e14:.4e} cm^-2")
print(f"centroid with surface change: {x_surf:.3f} nm")
print(f"hole capture cross-section: {capture_cm2:.1e} cm2")
print(f"reading time: {read_time:.1f} s")
print(f"injected electrons: {injected:.2e} cm^-2")
print(f"holes annihilated: {100*lost:.3f} percent")
print("done: every assertion held")
```

Running it gives:

```
oxide thickness: 50.0 nm
relative permittivity, oxide: 3.9
barrier at silicon: 3.10 eV
barrier at gate: 3.20 eV
tunnelling mass: 0.42 electron masses
reading current: 1.0e-08 A/cm2
injector field, silicon: 6.674 MV/cm
injector field, gate: 6.988 MV/cm
tunnel distance, silicon: 4.64 nm
tunnel distance, gate: 4.58 nm
true hole density: 1.000e+12 cm^-2
true centroid from gate: 40.000 nm
field step Q/eps: 0.4640 MV/cm
lowest field, positive gate: 6.210 MV/cm
oxide voltage before, gate +: 33.3724 V
oxide voltage after, gate +: 31.5164 V
oxide voltage before, gate -: -34.9420 V
oxide voltage after, gate -: -34.4780 V
shift, gate +: -1.8559 V
shift, gate -: 0.4640 V
recovered density: 1.0000e+12 cm^-2
recovered charge: 0.1602 uC/cm2
recovered centroid from gate: 40.000 nm
assumed error of each shift: 10.0 mV
resulting density error: 6.10e+09 cm^-2
resulting centroid error: 0.178 nm
higher reading current: 1.0e-06 A/cm2
bulk shift there, gate +: -1.8559 V
near profile, true centroid: 45.000 nm
near profile shift, gate +: -1.8788 V
near profile shift, gate -: 0.2320 V
near shift at higher current: -1.9384 V
near profile first-moment shift: -2.0879 V
near apparent density: 9.0985e+11 cm^-2
near apparent centroid: 44.505 nm
near density, linear kernel: 9.1032e+11 cm^-2
near centroid, linear kernel: 44.507 nm
uniform charge, seen fraction: 0.9261
charge within 0.2 nm of Si, seen: 0.0257
largest wave-kernel deviation: 0.0007
discreteness voltage, gate +: 166.9 mV
discreteness voltage, gate -: 1.45 mV
density with discreteness: 1.0726e+12 cm^-2
centroid with discreteness: 40.647 nm
hole mass for surface estimate: 0.29 electron masses
surface-potential change: 28.4 mV
density with surface change: 1.0122e+12 cm^-2
centroid with surface change: 39.516 nm
hole capture cross-section: 3.0e-14 cm2
reading time: 1.0 s
injected electrons: 6.24e+10 cm^-2
holes annihilated: 0.187 percent
done: every assertion held
```
